# Larkin Length of a Thin-Film Domain Wall with Random Bonds

## Result and regime

A domain wall in a thin film is a line that bends to find favourable places but pays elastic energy for bending. If its line tension is \(\varepsilon\) and the film has weak, short-range random anisotropy, it stays nearly straight up to the Larkin length

\[
L_c=\left[\frac{225\,A^2\Delta}{4\,\delta K^2a^2}\right]^{1/3}
\left[1+\frac{43}{315}\frac{a^2}{\Delta^2}+O\!\left(\frac{a^4}{\Delta^4}\right)\right]
\propto(\delta K^2)^{-1/3}.
\]

Here \(A\) is the exchange stiffness, \(K\) the effective perpendicular anisotropy, \(\Delta=\sqrt{A/K}\) the wall-width parameter, \(a\) the side of square columnar grains, and \(\delta K\) the rms deviation of the anisotropy from grain to grain. The variance \(\delta K^2\) is varied at fixed \(A\), \(K\) and \(a\). The second bracket is the first correction for finite grain size; it changes the prefactor, not the exponent.

The derivation assumes zero temperature, local elasticity, small slopes, no chiral exchange, and \(L_c\) much larger than \(\Delta\), \(a\) and the film thickness \(t\).

## From the wall to an elastic line

Let \(y\) be the coordinate across the wall and \(\theta\) the angle between the magnetisation and the film normal. The energy per wall area is

\[
\sigma=\int dy\,\left[A\theta'^2+K\sin^2\theta\right].
\]

To leading order in a thin film, the local stray field is contained in \(K=K_u-\mu_0M_s^2/2\), where \(K_u\) is the uniaxial anisotropy and \(M_s\) the saturation magnetisation. The first integral of the Euler–Lagrange equation is \(A\theta'^2=K\sin^2\theta\); its constant vanishes because both terms vanish far from the wall. Hence \(\theta'=\sin\theta/\Delta\), which gives \(\sin^2\theta=\operatorname{sech}^2(y/\Delta)\). The two energy terms are equal, so

\[
\sigma=2K\int\operatorname{sech}^2(y/\Delta)\,dy=4K\Delta=4\sqrt{AK}.
\]

A wall at \(y=u(x)\) has energy \(\sigma t\int\sqrt{1+u'^2}\,dx\). Expanding for small slopes and dropping the constant leaves \((\varepsilon/2)\int u'^2dx\), with \(\varepsilon=\sigma t\).

Now let the anisotropy be \(K+\delta K(x,y)\). The unperturbed profile is stationary, so its deformation changes the energy only at second order. The first-order pinning energy per length is

\[
V(x,u)=t\int dy\,\delta K(x,y)\,g(y-u),\qquad g(y)=\operatorname{sech}^2(y/\Delta).
\]

As a test, a wall discretised with spacing \(0.1\Delta\) was minimised numerically. Its energy was \(3.9994\sqrt{AK}\). A Gaussian anisotropy well of depth \(0.02K\) then shifted the energy by 1.0006 times the first-order value.

## The pinning correlator and its first correction

On lengths much larger than \(a\), the disorder is uncorrelated along the wall:

\[
\langle V(x,u)V(x',u')\rangle=\delta(x-x')\,R(u-u').
\]

For square grains with a random origin, two points separated by \(v\) across the wall lie in the same grain row with probability \(1-|v|/a\) for \(|v|<a\). Integrating the corresponding probability along \(x\) gives a factor \(a\). Therefore

\[
R(u)=t^2\delta K^2a\int_{-a}^{a}dv\left(1-\frac{|v|}{a}\right)G(u-v),
\]
\[
G(v)=\int dy\,g(y)g(y+v).
\]

For \(a\ll\Delta\), expand \(G\) in \(v\). The weight has integral \(a\) and second moment \(a^3/6\), and its odd moments vanish. With \(W=\delta K^2a^2\),

\[
R(u)=t^2W\left[G(u)+\frac{a^2}{12}G''(u)+O(a^4)\right].
\]

The derivatives at zero follow by integration by parts and the substitution \(z=\tanh(y/\Delta)\):

\[
G(0)=\Delta\int_{-1}^{1}(1-z^2)dz=\frac{4\Delta}{3},
\]
\[
-G''(0)=\int g'^2dy=\frac4\Delta\int_{-1}^{1}z^2(1-z^2)dz=\frac{16}{15\Delta}.
\]

For the fourth derivative, \(g''=(4g-6g^2)/\Delta^2\), so

\[
G''''(0)=\int g''^2dy
=\frac1{\Delta^3}\left[16\cdot\frac43-48\cdot\frac{16}{15}+36\cdot\frac{32}{35}\right]
=\frac{64}{21\Delta^3}.
\]

Write \(C=-R''(0)\), the strength of the random force. Inserting the derivatives gives

\[
R(0)=\frac43t^2W\Delta\left[1-\frac{a^2}{15\Delta^2}\right],\qquad
C=\frac{16t^2W}{15\Delta}\left[1-\frac{5a^2}{21\Delta^2}\right],
\]

up to relative order \(a^4/\Delta^4\). The force is reduced more than the energy because it depends on finer spatial detail.

The pinning range is defined by \(\xi^2=R(0)/C\). For small grains it is \(\xi^2=5\Delta^2/4\), so the wall width sets the range.

## The balance

Displace a segment of length \(L\) by \(\xi\). Its slope is about \(\xi/L\), so the elastic cost is of order \(\varepsilon\xi^2/L\). The pinning energies of its independent pieces add in variance, so the typical gain is \(\sqrt{R(0)L}\). Equating the two,

\[
\frac{\varepsilon\xi^2}{L_b}=\sqrt{R(0)L_b}
\quad\Longrightarrow\quad
L_b=\left[\frac{\varepsilon^2\xi^4}{R(0)}\right]^{1/3}.
\]

Since \(R(0)\propto\delta K^2\) while \(\xi\) and \(\varepsilon\) are independent of \(\delta K\), the exponent is \(-1/3\). Below \(L_b\) the elastic cost dominates; above it, the random gain does.

The same estimate for a \(d\)-dimensional surface with one displacement has cost \(\varepsilon\xi^2L^{d-2}\) and gain \(\sqrt{R(0)L^d}\), with \(\varepsilon\) and \(R\) defined for that dimension. It gives \(L\propto R(0)^{-1/(4-d)}\) for \(d<4\). For purely local elasticity, a wall free to bend through the thickness as well, with disorder that also varies in that direction, would have \(d=2\) and exponent \(-1/2\). In a thick perpendicular film, however, such bending puts magnetic charge on the wall, and the resulting long-range stiffness can change this exponent.

## The prefactor from linear response

A prefactor needs a definition. Hold one end at \(u(0)=0\), leave the other free, and let \(L_c\) be the length at which the linear-response rms displacement of the free end equals \(\xi\).

For small displacements, the force \(f(x)=-\partial_uV(x,0)\) is evaluated on the straight line. Equilibrium requires \(\varepsilon u''=-f\), and the free end requires \(u'(L)=0\). Integrating twice and exchanging the order of integration,

\[
u'(x)=\frac1\varepsilon\int_x^L f(s)\,ds,\qquad
u(L)=\frac1\varepsilon\int_0^L s\,f(s)\,ds.
\]

Because \(\langle f(s)f(s')\rangle=C\delta(s-s')\),

\[
\langle u(L)^2\rangle=\frac{C}{\varepsilon^2}\int_0^Ls^2ds=\frac{CL^3}{3\varepsilon^2}.
\]

Setting this equal to \(\xi^2=R(0)/C\) gives

\[
L_c^3=\frac{3\varepsilon^2\xi^2}{C}=\frac{3\varepsilon^2R(0)}{C^2}=3L_b^3.
\]

The micromagnetic form follows from \(\varepsilon^2=16AKt^2\). At leading order,

\[
L_c^3=3(16AKt^2)\,\frac{(4/3)t^2W\Delta}{(16/15)^2t^4W^2/\Delta^2}
=\frac{225}{4}\frac{AK\Delta^3}{W}
=\frac{225}{4}\frac{A^2\Delta}{W},
\]

where the last step uses \(K=A/\Delta^2\). Thickness cancels because tension and pinning energy are both proportional to \(t\) for columnar grains.

The correction to \(L_c^3\) is \(1+(10/21-1/15)a^2/\Delta^2=1+(43/105)a^2/\Delta^2\). Its cube root gives the coefficient \(43/315\) in the opening result.

The energy gained by bending is also useful. Relative to the straight line, the energy is \(\int[(\varepsilon/2)u'^2-fu]dx\). Using \(f=-\varepsilon u''\) and integrating by parts gives \(\int fu\,dx=\varepsilon\int u'^2dx\), because the boundary terms vanish. The mean gain is therefore

\[
\frac\varepsilon2\int_0^L\langle u'^2\rangle dx
=\frac{C}{2\varepsilon}\int_0^L(L-x)dx=\frac{CL^2}{4\varepsilon},
\]

which equals \(3\varepsilon\xi^2/(4L_c)\) at \(L=L_c\).

## Why the exponent survives nonlinear pinning

Linear response is no longer accurate once \(u\) reaches \(\xi\), which is where \(L_c\) is defined. The exponent does not depend on it. Put \(x=L_bs\) and \(u=\xi w\):

\[
H=\frac{\varepsilon\xi^2}{L_b}\int ds\left[\frac12\left(\frac{dw}{ds}\right)^2+v(s,w)\right],\qquad
v=\frac{L_b^2V}{\varepsilon\xi^2}.
\]

Since \(\delta(x-x')=\delta(s-s')/L_b\),

\[
\langle v(s,w)v(s',w')\rangle
=\frac{L_b^3R(0)}{\varepsilon^2\xi^4}\,\delta(s-s')\,\frac{R(\xi(w-w'))}{R(0)},
\]

and the first factor is one. For Gaussian disorder in the continuum, the bracket in \(H\) no longer contains the disorder strength. Any length defined by a fixed value of \(u/\xi\) in the ground state is thus a number times \(L_b\).

This was tested on global ground states of 1500 random lines at each of three noise strengths, spanning a factor of 64 in variance. The lines had unit row spacing and \(\Delta=\varepsilon=1\). Their rms end displacement reached \(\xi\) at 15.95, 30.99 and 60.90 spacings, against linear-response values of 12.07, 24.15 and 48.29. The fitted exponent is \(-0.322\). The ratio of the two lengths falls from 1.32 to 1.26; row discreteness and sampling error may both contribute, and the data do not separate them.

For short lines of 8.5 spacings at the weakest noise, the simulated mean-square displacement and energy gain were 0.967 and 0.985 times the formulas.

The same landscapes show what changes near \(L_c\). At the weakest noise, the minimum energy as a function of end displacement, searched within \(6\Delta\) of the straight line, had several valleys in 1.1% of lines at \(L_c/2\), 28.6% at \(L_c\), and 85.7% at \(2L_c\). The last fraction depends on the search range: halving the range lowers it to roughly 60 to 65%. The Larkin length marks a gradual crossover, not a sharp threshold.

## Worked example

Take \(A=15\) pJ/m, \(K=0.40\) MJ/m³, \(M_s=0.60\) MA/m, \(t=3.0\) nm, \(a=4.0\) nm and \(\delta K=0.080\) MJ/m³. Then \(\Delta=6.124\) nm, \(\sigma=9.798\) mJ/m² and

\[
\varepsilon=(9.798\times10^{-3})(3.0\times10^{-9})\ \text{J/m}=29.39\ \text{pJ/m}.
\]

The leading formula gives 91.1 nm. With \(a^2/\Delta^2=0.427\), the first correction is \(0.1365\times0.427=0.058\), so

\[
L_c\simeq91.1\times1.058\ \text{nm}=96.4\ \text{nm}.
\]

Explicit sums over grain cells across the wall, without the expansion, also give 96.4 nm. The finite grain length along the wall, neglected here, would add about 0.7%. The same sums give \(\xi=7.094\) nm and a balance length \(L_b=66.9\) nm. The difference between \(L_b\) and \(L_c\) is the factor \(3^{1/3}\) from the definition.

At fixed grain size, \(\delta K=0.04\) and 0.16 MJ/m³ give 153.1 and 60.8 nm. Doubling \(\delta K\) quadruples the variance and multiplies \(L_c\) by \(4^{-1/3}=0.63\).

The linear-response energy gain at \(L_c\) is

\[
\frac{0.75(29.39\times10^{-12})(7.094\times10^{-9})^2}{96.4\times10^{-9}}\ \text{J}
=0.072\ \text{eV}.
\]

This is 2.8 times \(k_BT=0.0259\) eV at 300 K. Linear response is at the edge of its range here, and in simulated ground states the gain at \(L_c\) is roughly 10 to 15% smaller. Either way, temperature is not negligible.

## Neglected effects

**Temperature.** For a free line, equipartition makes \(u'\) white noise of strength \(k_BT/\varepsilon\), so the end wanders by \(\langle u^2\rangle=k_BTL/\varepsilon\). Over \(L_c\) at 300 K the rms value is 3.69 nm, or \(0.52\xi\).

To estimate the consequence, average the potential over Gaussian displacements of variance \(w^2\). Two independent averages change \(R\) to \(R+w^2R''\). In the small-grain limit, \(L_c^3\propto R(0)/C^2\) then grows by the relative amount \((40/7-4/5)w^2/\Delta^2\), and \(L_c\) by \(1.64w^2/\Delta^2\). Taking \(w^2\) between its segment average and its end value gives an increase of roughly 30 to 60%. Keeping the full Gaussian average instead of its first order gives 27 to 52%. About half of this comes from the growth of \(\xi\) itself: with \(\xi\) held at its zero-temperature value, the increase is 15 to 28%. All these figures take the wandering over the zero-temperature \(L_c\). Letting it grow with the length itself raises the full-average results to 37 to 95%, or 18 to 36% with \(\xi\) held. These ranges use the small-grain correlator; for the 4 nm grains of the example they are somewhat lower: 25 to 48% and 14 to 26%, or 33 to 84% and 16 to 33% when the wandering grows with the length. The size of the shift is therefore uncertain and depends on how the length is defined at finite temperature.

**Stray field.** The wall carries a bound current \(I=2M_st\). At fixed magnetisation, the magnetostatic energy is a constant minus half the flux times the current:

\[
E=-\frac{\mu_0I^2}{8\pi}\iint\frac{d\mathbf l\cdot d\mathbf l'}{\sqrt{|\mathbf r-\mathbf r'|^2+c^2}}.
\]

The core cutoff \(c\) is taken as \(\Delta\). For \(u=u_0\cos qx\), expand to order \(u_0^2\). The average of \(u'(x)u'(x+s)\) is \((q^2u_0^2/2)\cos qs\), and that of \([u(x+s)-u(x)]^2\) is \(u_0^2(1-\cos qs)\). The change of the integral over \(s>0\) is

\[
\frac{u_0^2}{2}\int_0^\infty ds\left[\frac{q^2\cos qs}{\sqrt{s^2+c^2}}-\frac{1-\cos qs}{(s^2+c^2)^{3/2}}\right]
=\frac{u_0^2}{2}\left[q^2K_0(qc)-\frac{1-qcK_1(qc)}{c^2}\right],
\]

where \(K_0\) and \(K_1\) are modified Bessel functions. Doubling this for both signs of \(s\) and equating the energy per length to \(\delta\varepsilon\,q^2u_0^2/4\),

\[
\delta\varepsilon=-\frac{\mu_0I^2}{4\pi}\,2\left[K_0(qc)-\frac{1-qcK_1(qc)}{(qc)^2}\right].
\]

At \(q=1/L_c\) the factor after \(\mu_0I^2/4\pi\) is 2.378; direct integration along a curved line agrees. The tension falls by 10.5%, and \(L_c\propto\varepsilon^{2/3}\) falls by 7.1% at fixed pinning. The unresolved core and the choice of \(q\) make this a size estimate. Using the actual wall profile and film thickness in place of the cutoff gives about 12% and 8% at \(q=1/L_c\), and about 10% and 7% at the lowest mode of the clamped line, \(q=\pi/2L_c\).

**Wall deformation.** The rms relative fluctuation of wall energy over a length \(\Delta\) is \(\sqrt{R(0)/\Delta}/\varepsilon=3.7\%\), which supports the first-order pinning energy.

## Reading the number for real films

The parameters lie in the rough regime of perpendicular metallic films for domain-wall racetrack memory, but \(\delta K\) is a model choice. The grain size is a choice too, and larger grains strain the expansion in \(a/\Delta\). For \(a=10\) nm at the same \(\delta K\), the leading formula gives 49 nm and the first correction adds 36%, giving about 67 nm.

The opposite limit, \(a\gg\Delta\), checks this. There \(R(0)\to4t^2\delta K^2a\Delta^2\), while differentiating the triangular weight gives \(C=2t^2\delta K^2[G(0)-G(a)]\to(8/3)t^2\delta K^2\Delta\). Hence \(L_c^3\to27AKa/\delta K^2\), or 63 nm here. Neither limit is well satisfied at \(a/\Delta=1.6\), but both indicate a length of 60 to 70 nm. The variance exponent is still \(-1/3\), provided \(L_c\gg a\).

Real devices at room temperature break the zero-temperature assumption most clearly in this example, with the upward shift estimated above. Chiral exchange, where present, can also change the stiffness: a 20% reduction at fixed pinning would shorten \(L_c\) by 14%. For such a film the model supports a Larkin length of order 100 nm, not a value to the nearest nanometre.

## Computed values

```
Exchange stiffness A: 15.0 pJ/m
Effective anisotropy K: 0.40 MJ/m3
Uniaxial anisotropy K_u: 0.626 MJ/m3
Saturation magnetisation Ms: 0.60 MA/m
Film thickness t: 3.0 nm
Grain side a: 4.0 nm
Rms anisotropy deviation dK: 0.080 MJ/m3
Temperature: 300 K
Wall width parameter Delta: 6.124 nm
Wall energy sigma: 9.798 mJ/m2
Line tension eps: 29.39 pJ/m
Energy correlator R(0): 7.319e-33 J2/m
Force correlator |R''(0)|: 1.454e-16 J2/m3
Pinning range xi: 7.094 nm
Balance length L_b: 66.9 nm
Larkin length L_c: 96.4 nm
L_c from small-grain formula: 91.1 nm
Linear-response energy gain at L_c: 0.0718 eV
Thermal energy kT: 0.0259 eV
L_c for dK = 0.02 MJ/m3: 243.0 nm
L_c for dK = 0.04 MJ/m3: 153.1 nm
L_c for dK = 0.16 MJ/m3: 60.8 nm
Thermal rms end wandering over L_c: 3.69 nm
Thermal rms wandering / xi: 0.520 (no unit)
Temperature where wandering equals xi: 1111 K
Stray-field tension change at q=1/L_c: -10.5 %
Resulting change of L_c: -7.1 %
Rms wall-energy fluctuation over Delta: 3.7 %
Test wall energy / sqrt(AK): 3.9994 (no unit)
Test pinning shift, minimised/first order: 1.0006 (no unit)
Test stray factor, direct: 2.3783 (no unit)
Test stray factor, Bessel form: 2.3784 (no unit)
Model noise 2.000e-03: ground-state length 15.95, linear L_c 12.07 (row spacings)
Model noise 2.500e-04: ground-state length 30.99, linear L_c 24.15 (row spacings)
Model noise 3.125e-05: ground-state length 60.90, linear L_c 48.29 (row spacings)
Fitted exponent of ground-state length: -0.3221 (no unit)
Short-line test length: 8.5 row spacings
Short-line <u^2>, simulated/formula: 0.967 (no unit)
Short-line energy gain, simulated/formula: 0.985 (no unit)
Lines with several valleys at 0.5 L_c: 1.1 %
Lines with several valleys at 1.0 L_c: 28.6 %
Lines with several valleys at 2.0 L_c: 85.7 %
```
